# Relativistic share of valence s binding in copper, silver and gold

## Question

The outermost electron of copper, silver and gold is an s electron bound by a fraction of a hartree. What fraction of that binding is due to relativity, how does the fraction scale with the nuclear charge \(Z\), and at which of the three elements does a core potential derived from nonrelativistic atoms stop being adequate?

## Answer

The fraction is of order \((Z\alpha)^2/n^*\), where \(\alpha\) is the fine-structure constant and \(n^*\), a number somewhat above 1, is the effective quantum number of the valence electron. With the values 1.12 to 1.17 of the model used below, which binds the electron too strongly and so makes \(n^*\) too small, this gives about 4 % for copper, 10 % for silver and 28 % for gold. A self-consistent model calculation gives 2.7 %, 7.0 % and 20.5 %, so the estimate has the right size and trend. In this model it is too large by about 40 to 50 % of the computed values; the size of that excess belongs to the model, not to the real atoms.

If an error of 5 % in the binding of this electron is tolerable, a nonrelativistic core potential passes for copper, fails for silver and fails badly for gold. This refers to ionization of the neutral atom. The second s electron of the anion is more sensitive: in the local spin density approximation relativity supplies about 7 % of the electron affinity of copper, 16 % of that of silver and 45 % of that of gold. If ionization energies are wanted to 1 kcal/mol, it fails already for copper.

### What is being compared

Hartree atomic units are used, so the speed of light is \(c=1/\alpha\). The nucleus is a point, and energies exclude the rest energy. Let \(B_{\rm nr}\) and \(B_{\rm rel}\) be the positive binding energies of the s electron outside the closed-shell ion, without and with relativity. The fraction is

\[
F=\frac{B_{\rm rel}-B_{\rm nr}}{B_{\rm rel}} .
\]

Far outside the ion the potential tends to \(-1/r\), as in hydrogen. This suggests writing

\[
B=\frac{1}{2n^{*2}},\qquad n^*=\frac{1}{\sqrt{2B}} .
\]

The number \(n^*\) is not an integer, because the electron also passes through the core, where the attraction is much stronger than \(1/r\). There it moves fast, and there relativity acts on it. The task is to find how much relativity changes \(n^*\).

### The shift near a bare nucleus

Close to the nucleus the potential is nearly \(-Z/r\), for which the Dirac equation can be solved. Let \(\epsilon\) be the total energy divided by \(mc^2\). For s states the two radial functions \(P\) and \(Q\) obey

\[
P'-\frac{P}{r}=\Big[c(1+\epsilon)+\frac{Z\alpha}{r}\Big]Q,\qquad
Q'+\frac{Q}{r}=\Big[c(1-\epsilon)-\frac{Z\alpha}{r}\Big]P .
\]

At small \(r\) the \(1/r\) terms dominate. Inserting \(P=ar^s\), \(Q=br^s\) gives \((s-1)a=Z\alpha\,b\) and \((s+1)b=-Z\alpha\,a\). Multiplying the two gives \(s^2-1=-(Z\alpha)^2\), and the regular solution has

\[
s=\gamma=\sqrt{1-(Z\alpha)^2}.
\]

A bound state has the form \(r^\gamma e^{-\lambda r}\) times polynomials of degree \(N\), with coefficients \(a_k\) for \(P\) and \(b_k\) for \(Q\). The highest power of \(r\) in the two equations gives

\[
-\lambda a_N=c(1+\epsilon)b_N,\qquad -\lambda b_N=c(1-\epsilon)a_N,
\]

hence \(\lambda=c\sqrt{1-\epsilon^2}\). The next power gives

\[
\lambda a_{N-1}+c(1+\epsilon)b_{N-1}=(\gamma+N-1)a_N-Z\alpha\,b_N,
\]
\[
c(1-\epsilon)a_{N-1}+\lambda b_{N-1}=(\gamma+N+1)b_N+Z\alpha\,a_N .
\]

Because \(\lambda^2=c^2(1-\epsilon^2)\), \(\lambda\) times the first left side equals \(c(1+\epsilon)\) times the second. The right sides must be related in the same way. Substituting \(b_N=-\lambda a_N/[c(1+\epsilon)]\) and dividing by \(a_N\),

\[
\lambda(\gamma+N-1)+Z\alpha\,c(1-\epsilon)=-\lambda(\gamma+N+1)+Z\alpha\,c(1+\epsilon).
\]

Collecting terms gives \(2\lambda(\gamma+N)=2Z\alpha\,c\,\epsilon\). With \(N=n-1\), which reproduces the usual quantum number \(n\) when \(\gamma\to1\),

\[
\frac{\epsilon Z\alpha}{\sqrt{1-\epsilon^2}}=n-(1-\gamma).
\]

For a weakly bound state of energy \(E\), \(\epsilon=1+\alpha^2E\) is close to 1 and \(\sqrt{1-\epsilon^2}\approx\alpha\sqrt{-2E}\). The left side is then \(Z/\sqrt{-2E}\), the effective quantum number in a field of charge \(Z\). Relativity lowers it by

\[
1-\gamma=\frac{(Z\alpha)^2}{1+\gamma}\approx\tfrac12(Z\alpha)^2 .
\]

### From the bare nucleus to the valence electron

In the semiclassical picture, a bound s state requires the phase accumulated by the wave, the integral of its local momentum, to be \(n\pi\). For a potential \(-q/r\) this phase is, with \(a=q/|E|\),

\[
\int_0^a\!\sqrt{2|E|}\,\sqrt{\frac ar-1}\;dr=\sqrt{2|E|}\,\frac{\pi a}{2}=\frac{\pi q}{\sqrt{2|E|}} ,
\]

which is \(\pi\) times the effective quantum number. The result above therefore says that relativity adds a phase \(\pi(1-\gamma)\) near the nucleus.

For the valence electron \(q=1\) in the outer region, and the stronger attraction of the core supplies an additional phase \(\pi\mu\), so that \(n^*+\mu=n\). Deep in the core the potential energy is so large that the small binding energy hardly affects the wave. The relativistic phase is then the same as before. It raises \(\mu\) by \(\Delta\mu\approx1-\gamma\), and \(n^*\) must fall by the same amount:

\[
B_{\rm rel}\approx\frac{1}{2(n^*-\Delta\mu)^2},
\]

where \(n^*\) from here on denotes the nonrelativistic value. This step treats \(\mu\) as independent of energy, which is only roughly true. In the model below the potential at the mean radius of the valence orbital is still about \(-1.5/r\), \(\mu\) falls from 2.88 to 2.80 between the valence and the next s level of copper, and the phase exceeds \(n\pi\) by about \(0.05\pi\). What the step needs is the energy derivative of the phase divided by \(\pi\), and at the valence level this lies within 3 % of the hydrogenic value \(n^{*3}\) for all three metals. Dividing \(B_{\rm nr}=1/(2n^{*2})\) by this expression gives

\[
F\approx1-\Big(1-\frac{1-\gamma}{n^*}\Big)^2\approx\frac{2(1-\gamma)}{n^*}\approx\frac{(Z\alpha)^2}{n^*}.
\]

The quadratic growth comes from the speed near the nucleus, which is of order \(Z\) in atomic units, or \(Z\alpha\) relative to light. The valence electron is slow for most of its orbit, but its energy is sensitive to the phase it picks up during the short passage through the inner core.

The first and last forms of \(F\) are close even for gold (0.288 and 0.284 below), closer than the middle form (0.312) is to either. The next term of \(2(1-\gamma)/n^*\) is \(+(Z\alpha)^4/(4n^*)\), while the square contributes \(-(Z\alpha)^4/(4n^{*2})\). These nearly cancel when \(n^*\) is near 1.

### Numbers for the three metals

The estimate needs \(n^*\), and a test needs \(B_{\rm rel}\). Both come from a model calculation. The ion Cu⁺, Ag⁺ or Au⁺ is solved self-consistently in the local density approximation with exchange and no correlation. This is done once nonrelativistically and once with the Dirac equation stripped of its spin-orbit term, which is what "scalar-relativistic" means here. For s states that term vanishes. It reaches the valence level only through the splitting of the core shells; in gold this raises \(B_{\rm rel}\) by 0.0005 hartree and \(F\) by 0.1 percentage point. The nonrelativistic exchange functional is used in both calculations. Its relativistic form lowers \(B_{\rm rel}\) by 0.0008, 0.0011 and 0.0022 hartree and gives \(F\) = 2.5, 6.7 and 20.1 %. The valence electron occupies the next s level in the potential of the ion, so it does not repel itself, and the ion does not relax in its presence.

For gold, \((Z\alpha)^2=0.3323\), \(1-\gamma=0.1829\) and \(n^*=1.171\). The leading form gives \(0.3323/1.171=0.284\). The unexpanded form gives

\[
F\approx1-\Big(1-\frac{0.1829}{1.171}\Big)^2=1-0.844^2=0.288 .
\]

The computed binding energies are 0.3646 and 0.4586 hartree, so the computed fraction is \(0.0940/0.4586=0.205\).

| | \(n^*\) | estimated \(F\) | computed \(F\) | computed gain |
|---|---|---|---|---|
| Cu | 1.12 | 4.0 % | 2.7 % | 0.30 eV |
| Ag | 1.17 | 10.1 % | 7.0 % | 0.74 eV |
| Au | 1.17 | 28.8 % | 20.5 % | 2.56 eV |

The model binds the valence electron too strongly: its relativistic values are 10.6 to 12.5 eV, whereas measured ionization energies are roughly 8 to 9 eV. The estimate depends on this through \(1/n^*\). The measured energies of copper and silver, 7.7 and 7.6 eV, correspond to effective quantum numbers of 1.33 and 1.34, and the nonrelativistic values needed in the estimate are larger still. This lowers the estimated fractions by more than 15 % and 12 % of their values. The computed fractions, too, belong to this model and are not predictions for the real atoms to the last digit shown.

### Why the estimate is too large

The valence electron does not see the full charge \(Z\) throughout the region where the relativistic phase builds up. The loss can be calculated. The relativistic relation between energy and momentum is \(p^2=2(E-V)+\alpha^2(E-V)^2\). With \(E\approx0\) and \(\alpha^2|V|\ll1\),

\[
p\approx\sqrt{2|V|}+\frac{\alpha^2|V|^{3/2}}{2\sqrt2}.
\]

The second term is the additional phase per unit length. The condition \(\alpha^2|V|\ll1\) fails very close to the nucleus, but there the potential is nearly bare and the Dirac result already applies. Only the difference between the bare and the screened potential is needed:

\[
\delta=\frac{\alpha^2}{2\sqrt2\,\pi}\int_0^\infty\Big[\Big(\frac Zr\Big)^{3/2}-|V|^{3/2}\Big]dr .
\]

A simple screened potential is \(V=-(Z/r)(1+r/R)^{-2}\). Its radius \(R\) follows from requiring the Thomas–Fermi density \((2|V|)^{3/2}/(3\pi^2)\) to contain \(Z\) electrons. With \(t=r/R\),

\[
Z=\frac{4}{3\pi}(2ZR)^{3/2}\int_0^\infty\frac{t^{1/2}\,dt}{(1+t)^3}
=\frac{4}{3\pi}(2ZR)^{3/2}\,\frac{\pi}{8},
\]

where \(t=\tan^2\theta\) turns the integral into \(2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\pi/8\). Hence \(2ZR=(6Z)^{2/3}\).

The integral in \(\delta\) is done by parts. The boundary terms vanish, because the bracket below is proportional to \(r\) at small \(r\) and tends to 1 at large \(r\):

\[
Z^{3/2}\!\int_0^\infty\! r^{-3/2}\Big[1-\Big(1+\frac rR\Big)^{-3}\Big]dr
=\frac{6Z^{3/2}}{\sqrt R}\int_0^\infty\frac{t^{-1/2}\,dt}{(1+t)^4}
=\frac{15\pi}{8}\,\frac{Z^{3/2}}{\sqrt R}.
\]

The same substitution was used, with \(2\int_0^{\pi/2}\cos^6\theta\,d\theta=5\pi/16\). Multiplying by the prefactor and using \(\sqrt{2ZR}=(6Z)^{1/3}\),

\[
\delta=\frac{15}{16}\,\frac{(Z\alpha)^2}{(6Z)^{1/3}},\qquad \Delta\mu\approx1-\gamma-\delta .
\]

The expansion of \(p\) has been used in this difference down to \(r=0\). With the unexpanded \(p\) the same potential gives a somewhat smaller \(\delta\): 0.0073 instead of 0.0075 for copper and 0.0375 instead of 0.0400 for gold. Relative to the leading shift \(\tfrac12(Z\alpha)^2\), the loss falls as \(Z^{-1/3}\). This relative loss declines only slowly, from 34 % in copper to 24 % in gold, while \(\delta\) itself grows as \(Z^{5/3}\). It declines because the inner region where relativity acts shrinks as \(1/Z\) while the screening radius shrinks as \(Z^{-1/3}\).

For copper the loss is 0.0075 out of 0.0226, a third. The corrected shift is 0.0151. Solving for the relativistic valence level in the unchanged nonrelativistic core potential gives 0.0147. For silver the corrected and computed shifts are 0.0438 and 0.0444, and for gold 0.1429 and 0.1441. For the next s level the computed shifts are 0.0163, 0.0472 and 0.1581, which is 8 to 11 % above the formula; for the two s levels above that, which are nearest the assumed \(E\approx0\), they return to within 2 % of it. The shift thus varies by about 10 % from level to level, and the agreement for the valence level should not be read to the last digit. In this model, with its local potential, screening nevertheless accounts for most of the overestimate.

In silver and gold the remainder comes from the response of the core, whose own orbitals change with relativity and alter the potential felt by the valence electron. In this model the response changes the binding by \(+0.0005\) hartree in copper, \(-0.0019\) in silver and \(-0.0155\) in gold. In gold it removes about a seventh of the direct gain of 0.1095 hartree. These totals are sums of opposite parts. Exchanging the shell densities in turn attributes about \(+0.004\), \(+0.008\) and \(+0.019\) hartree to the outer d shell, and \(-0.0035\), \(-0.010\) and \(-0.035\) to the other shells. The small total for copper is therefore a cancellation, and its sign is not robust: with the relativistic form of the exchange functional the totals become \(-0.0003\), \(-0.0031\) and \(-0.0178\) hartree.

Between copper and gold the computed fraction grows as \(Z^{2.01}\) in this model; the decimals of the exponent should not be carried over to the real atoms. The closeness to 2 is partly a compensation: the fading of the screening loss makes the growth steeper, and the core response makes it flatter.

### Where the gain arises

Two results of the numerical check support the picture of a phase acquired deep in the core. In the first, the relativistic increase of the electron's mass is switched on only inside \(r=10/Z\), which is 0.34 bohr for copper and 0.13 bohr for gold. This already yields 97 to 99 % of the direct gain.

In the second, the valence level is compared with the next higher s level in the same core potential. For copper their effective quantum numbers shift by 0.0147 and 0.0163, nearly the same, although the energy gains, 0.0107 and 0.0015 hartree, differ by a factor of 7. The shift belongs to the core; the energy it is worth depends on the outer orbit, to first order as \(\Delta\mu/n^{*3}\).

### What this means for core potentials

An effective core potential replaces the nucleus and the core electrons by a potential acting on the valence electrons. If it is fitted to nonrelativistic atoms and used with the nonrelativistic kinetic energy, the whole gain \(B_{\rm rel}-B_{\rm nr}\) is missing.

If it is fitted to scalar-relativistic atoms, it can contain the gain, because the direct effect originates in the region it replaces. The response of shells kept in the valence space, often the outer d shell of these metals, must then come from the valence calculation. In the model the d part is not small: about 0.004 of the 0.0112 hartree gained in copper. The valence electrons can then keep their nonrelativistic kinetic energy, in quantum Monte Carlo as in other methods. Spin-orbit coupling, which matters for p and d electrons, is a separate question.

Whether the omission matters depends on the tolerance. Setting \((Z\alpha)^2/n^*=f\) gives the charge at which the estimated fraction reaches \(f\):

\[
Z_f=\frac{\sqrt{f\,n^*}}{\alpha}.
\]

With the mean value \(n^*=1.155\), this is \(Z\approx15\) for 1 %, 33 for 5 % and 47 for 10 %. For the three metals the estimate is too large in this model by a factor of 1.4 to 1.5, so the 5 % and 10 % limits are too low by its square root, about 1.2; the 1 % limit lies well below copper, where this factor does not apply. Scaling the computed fractions quadratically puts the 5 % limit near \(Z=40\) and the 10 % limit near \(Z=55\). Either way the 5 % limit lies between copper (29) and silver (47). The limits apply to one s electron outside a closed d shell, as in these three metals. They interpolate between the metals and should not be carried over to other elements. For the more weakly bound s electron of the alkali metals sodium, potassium and caesium the estimate is too large by a factor of 2.1 to 2.3 in the same model, and caesium (\(Z=55\)) reaches only 4.6 %.

A tolerance on the energy itself is stricter. One kcal/mol is 0.0016 hartree, and the computed gain in copper is 0.0112 hartree, seven times as much. With the more realistic \(n^*=1.33\), \(\Delta\mu/n^{*3}\) gives about 0.006 hartree, still four times as much. For a quantity that involves removing the s electron, a nonrelativistic core potential therefore misses this accuracy already in copper, although the fraction is below 3 %. In energy differences between states that keep the s electron in a similar orbital, part of the error can cancel. A bond formed by that electron is not such a case: in Hartree–Fock theory with a small basis scalar relativity raises the dissociation energy of CuH by about 0.1 eV, or 2 kcal/mol, against 0.14 eV for the ionization energy of copper. Where the occupation changes the error can be larger than the gain in binding: in Hartree–Fock theory scalar relativity lowers the 3d¹⁰4s → 3d⁹4s² excitation of copper, measured at about 1.5 eV, by about 0.4 eV. For gold, where a fifth of the binding is at stake, the valence orbital itself changes shape (its outer decay constant \(\sqrt{2B}\) rises by the factor \(\sqrt{0.4586/0.3646}=1.12\)), and such cancellation should not be relied on.

## Computed results

```
fine-structure constant alpha = 0.00729735
1 Eh = 27.2114 eV
Cu: Z = 29, (Z alpha)^2 = 0.0448, 1-gamma = 0.0226
  B_nr = 0.3991 Eh, nstar = 1.119
  estimated F, leading form = 4.0 %
  estimated F, finite form = 4.0 %
  B_rel = 0.4103 Eh = 11.16 eV
  computed F = 2.7 %
  computed gain = 0.0112 Eh = 0.30 eV
  screening loss: formula 0.0075, integral 0.0076
  predicted nstar shift with screening = 0.0151
  computed nstar shift: valence 0.0147, next s 0.0163
  predicted direct gain with screening = 0.0110 Eh
  direct gain, frozen core potential = 0.0107 Eh
  direct gain of next s level = 0.00154 Eh
  core response = +0.0005 Eh
  direct gain from r < 0.345 bohr = 99 %
Ag: Z = 47, (Z alpha)^2 = 0.1176, 1-gamma = 0.0607
  B_nr = 0.3624 Eh, nstar = 1.175
  estimated F, leading form = 10.0 %
  estimated F, finite form = 10.1 %
  B_rel = 0.3896 Eh = 10.60 eV
  computed F = 7.0 %
  computed gain = 0.0272 Eh = 0.74 eV
  screening loss: formula 0.0168, integral 0.0174
  predicted nstar shift with screening = 0.0438
  computed nstar shift: valence 0.0444, next s 0.0472
  predicted direct gain with screening = 0.0286 Eh
  direct gain, frozen core potential = 0.0291 Eh
  direct gain of next s level = 0.00402 Eh
  core response = -0.0019 Eh
  direct gain from r < 0.213 bohr = 99 %
Au: Z = 79, (Z alpha)^2 = 0.3323, 1-gamma = 0.1829
  B_nr = 0.3646 Eh, nstar = 1.171
  estimated F, leading form = 28.4 %
  estimated F, finite form = 28.8 %
  B_rel = 0.4586 Eh = 12.48 eV
  computed F = 20.5 %
  computed gain = 0.0940 Eh = 2.56 eV
  screening loss: formula 0.0400, integral 0.0420
  predicted nstar shift with screening = 0.1429
  computed nstar shift: valence 0.1441, next s 0.1581
  predicted direct gain with screening = 0.1084 Eh
  direct gain, frozen core potential = 0.1095 Eh
  direct gain of next s level = 0.01441 Eh
  core response = -0.0155 Eh
  direct gain from r < 0.127 bohr = 97 %
largest hydrogen-like error / shift = 1.6e-04
growth exponent of computed F, Cu to Au = 2.01
mean nstar of the three atoms = 1.155
Z at which estimated F reaches 1 % = 14.7
Z at which estimated F reaches 5 % = 32.9
Z at which estimated F reaches 10 % = 46.6
1 kcal/mol = 0.00159 Eh
```
